# Maximum fraction of the singly deprotonated form of a diprotic acid

### Definitions and conventions

A diprotic acid $\mathrm{H_2A}$ loses its two protons in water one after the other,

$$\mathrm{H_2A\rightleftharpoons H^+ + HA^-},\qquad \mathrm{HA^-\rightleftharpoons H^+ + A^{2-}}. \tag{1}$$

Square brackets denote concentrations divided by the standard concentration of 1 mol/L, so that they and the equilibrium constants are pure numbers. In the ideal solution treated first, the activity of each solute equals its concentration. With $h=[\mathrm{H^+}]$ and $\mathrm{pH}=-\log_{10}h$, the two acid constants are

$$K_1=\frac{h[\mathrm{HA^-}]}{[\mathrm{H_2A}]},\qquad K_2=\frac{h[\mathrm{A^{2-}}]}{[\mathrm{HA^-}]}. \tag{2}$$

Both are positive and fixed, which implies fixed temperature and pressure. We write $pK_i=-\log_{10}K_i$. The acid is assumed to exist in these three forms alone: it neither pairs with metal ions nor precipitates. Let $C$ be its total concentration and let

$$\alpha_0=\frac{[\mathrm{H_2A}]}{C},\quad \alpha_1=\frac{[\mathrm{HA^-}]}{C},\quad \alpha_2=\frac{[\mathrm{A^{2-}}]}{C},\quad \alpha_0+\alpha_1+\alpha_2=1. \tag{3}$$

The quantity sought is the largest value of $\alpha_1$ as $h$ runs over all positive values. Energies in the algebra are in hartree, and $t=k_BT$ is the thermal energy; numerical energies are quoted in eV.

### The fraction and its maximum

Equation (2) gives the two outer forms in terms of the middle one:

$$[\mathrm{H_2A}]=\frac{h}{K_1}[\mathrm{HA^-}],\qquad [\mathrm{A^{2-}}]=\frac{K_2}{h}[\mathrm{HA^-}]. \tag{4}$$

Inserting these in $C=[\mathrm{H_2A}]+[\mathrm{HA^-}]+[\mathrm{A^{2-}}]$ and dividing by $[\mathrm{HA^-}]$, we find

$$\frac1{\alpha_1}=1+\frac{h}{K_1}+\frac{K_2}{h}. \tag{5}$$

The total concentration has cancelled. The second term is large in acid, where the first proton is held, and the third is large in base, where the second proton is lost. To make $\alpha_1$ as large as possible we must make their sum as small as possible.

Both terms are positive, so each has a real square root, and the product of these roots is $\sqrt{K_2/K_1}$, independent of $h$. Completing the square therefore gives

$$\frac{h}{K_1}+\frac{K_2}{h}=\left(\sqrt{\frac{h}{K_1}}-\sqrt{\frac{K_2}{h}}\right)^2+2\sqrt{\frac{K_2}{K_1}}. \tag{6}$$

The square is never negative. It vanishes when $h/K_1=K_2/h$, that is, at the single positive value

$$h_*=\sqrt{K_1K_2},\qquad \mathrm{pH}_*=\tfrac12(pK_1+pK_2). \tag{7}$$

At this point the sum in (6) has its smallest value, and (5) becomes

$$\boxed{\alpha_{1,\max}=\frac{1}{1+2\sqrt{K_2/K_1}}.} \tag{8}$$

This is the maximum over all $h>0$, not merely a stationary point, because (6) holds for every $h$. By (4), the condition $h/K_1=K_2/h$ also says that $[\mathrm{H_2A}]=[\mathrm{A^{2-}}]$ at the maximum.

The shape of the curve follows from the same equations. Put $s=\sqrt{K_2/K_1}$ and $x=\ln(h_*/h)$, so that $x$ grows with pH. Since $h_*/K_1=s$ and $K_2/h_*=s$, the two terms in (5) are $se^{-x}$ and $se^{x}$, and

$$\alpha_1=\frac1{1+2s\cosh x},\qquad \alpha_2-\alpha_0=2s\,\alpha_1\sinh x. \tag{9}$$

The fraction of $\mathrm{HA^-}$ is symmetric in pH about $\mathrm{pH}_*$.

### The condition for a majority

All quantities in (8) are positive, so the following statements are equivalent:

$$\alpha_{1,\max}>\tfrac12
\iff 1+2\sqrt{\frac{K_2}{K_1}}<2
\iff \sqrt{\frac{K_2}{K_1}}<\frac12
\iff K_1>4K_2. \tag{10}$$

The first step takes reciprocals, which reverses the inequality; the last squares two positive numbers. At $K_1=4K_2$ the maximum is one half, with one quarter of the acid in each outer form. On the logarithmic scale the condition is $pK_2-pK_1>\log_{10}4\approx0.60$.

A second route also gives the pH range in which $\mathrm{HA^-}$ holds the majority. From (5), $\alpha_1>1/2$ means $h/K_1+K_2/h<1$. Multiplication by the positive quantity $K_1h$ gives

$$h^2-K_1h+K_1K_2<0. \tag{11}$$

This parabola opens upwards, so it is negative only between two distinct real roots,

$$h_\pm=\frac{K_1}{2}\left(1\pm\sqrt{1-\frac{4K_2}{K_1}}\right). \tag{12}$$

They exist if and only if $K_1>4K_2$. Both are then positive, and their product is $h_+h_-=K_1K_2=h_*^2$, which places $\mathrm{pH}_*$ midway between the ends of the window.

Two limits show how the maximum behaves away from the threshold. For $K_1\gg K_2$, expansion of (8) gives $\alpha_{1,\max}\approx1-2\sqrt{K_2/K_1}$. The approach to a pure $\mathrm{HA^-}$ solution is slow because the square root of the ratio enters: at $K_1/K_2=100$ the maximum is 0.8333. For $K_1\ll K_2$ the second term in the denominator dominates and $\alpha_{1,\max}\approx\frac12\sqrt{K_1/K_2}$. The acid then passes almost directly from $\mathrm{H_2A}$ to $\mathrm{A^{2-}}$.

### Majority and predominance

A predominance diagram marks the most abundant form, which is a weaker property than a majority. From (4), $\mathrm{HA^-}$ outnumbers $\mathrm{H_2A}$ when $h<K_1$, and it outnumbers $\mathrm{A^{2-}}$ when $h>K_2$. Both can hold if and only if

$$K_2<K_1,\qquad\text{with the field}\quad pK_1<\mathrm{pH}<pK_2. \tag{13}$$

In a Pourbaix diagram, whose axes are pH and electrode potential, these boundaries are vertical: reactions (1) exchange no electrons, so the potential does not enter (2).

For $K_2<K_1\le4K_2$ the ion thus has a field of its own but never makes up more than half of the acid. At $K_1/K_2=2$, for example, its maximum is 0.4142. At $K_1=K_2$ the field shrinks to a point where the three forms are equally abundant, and the maximum is 0.3333. Even when a majority is possible, it does not fill the field. At $h=K_1$, equation (5) gives $1/\alpha_1=2+K_2/K_1>2$, and $h=K_2$ gives the same value. The edges of the field therefore lie outside the majority window.

### Where the factor of four comes from

Suppose that the molecule has two equivalent acidic sites. Let $k$ be the dissociation constant of one site while the other is protonated, and let $w$ be the extra free energy when both sites are deprotonated. Relative to the fully protonated molecule, each of the two singly deprotonated states has weight $k/h$, and the doubly deprotonated state has weight $(k/h)^2e^{-w/t}$. Adding the weights of the two middle states gives

$$\frac{[\mathrm{HA^-}]}{[\mathrm{H_2A}]}=\frac{2k}{h},\qquad
\frac{[\mathrm{A^{2-}}]}{[\mathrm{HA^-}]}=\frac{(k/h)^2e^{-w/t}}{2k/h}=\frac{k}{2h}e^{-w/t}. \tag{14}$$

Comparison with (2) yields $K_1=2k$ and $K_2=\frac12ke^{-w/t}$, so that

$$\frac{K_1}{K_2}=4e^{w/t},\qquad
\alpha_{1,\max}=\frac1{1+e^{-w/(2t)}}. \tag{15}$$

The first proton can leave from two sites, and the last proton to leave can return to two sites; each count contributes a factor of two. For $w=0$ the sites are independent. If each is deprotonated with probability $p$, then $\alpha_1=2p(1-p)$, whose maximum is $1/2$ at $p=1/2$. A majority of $\mathrm{HA^-}$ in this model requires $w>0$: removal of one proton must make removal of the other harder.

This reading needs equivalent sites. If the sites are independent but have different constants $k_a$ and $k_b$, the weights are $k_a/h$, $k_b/h$ and $k_ak_b/h^2$. Then $K_1=k_a+k_b$ and $K_2=k_ak_b/(k_a+k_b)$, and

$$\frac{K_1}{K_2}-4=\frac{(k_a+k_b)^2-4k_ak_b}{k_ak_b}=\frac{(k_a-k_b)^2}{k_ak_b}\ge0. \tag{16}$$

A majority can therefore arise from unequal sites without any interaction. Condition (10) is the test for a majority in either case; the cause of a large ratio cannot be read from the ratio alone.

### A buffer for electroless nickel plating

Take a dicarboxylic acid with rough values in the regime of succinic acid, $pK_1=4.2$ and $pK_2=5.6$, at 298.15 K. Then $K_1=6.31\times10^{-5}$, $K_2=2.51\times10^{-6}$ and $K_1/K_2=25.12$, well above four. Equations (7) and (8) give

$$\mathrm{pH}_*=\frac{4.2+5.6}{2}=4.90,\qquad
\alpha_{1,\max}=\frac1{1+2/\sqrt{25.12}}=0.715. \tag{17}$$

Each outer form holds 0.143 of the acid. The root in (12) is $\sqrt{1-4/25.12}=0.917$, which places the majority window between pH 4.22 and 5.58, just inside the predominance field from 4.2 to 5.6.

If the whole excess of the ratio over four is assigned to an interaction between equivalent sites, (15) gives

$$w=t\ln\frac{25.12}{4}=0.02569\ \mathrm{eV}\times1.837=0.0472\ \mathrm{eV}, \tag{18}$$

or about 0.0017 hartree. Because the acid constants are rough, only $w\approx0.05$ eV is significant. This is an effective free energy in water and includes the response of the solvent.

**Dissolving the salt.** A solution of pure $\mathrm{NaHA}$ need not sit at $\mathrm{pH}_*$. Let $K_w=h[\mathrm{OH^-}]$ be the ionic product of water. Since $[\mathrm{Na^+}]=C$, charge balance reads

$$C+h=[\mathrm{HA^-}]+2[\mathrm{A^{2-}}]+\frac{K_w}{h}. \tag{19}$$

Replacing $C$ by the sum of the three acid forms leaves

$$[\mathrm{A^{2-}}]-[\mathrm{H_2A}]=h-\frac{K_w}{h}. \tag{20}$$

At the maximum the left side is zero, so the two points coincide only if $h_*=\sqrt{K_w}$, at neutrality. For the present acid at 0.01 mol/L, with $K_w=10^{-14}$, the right side is close to $h_*=1.26\times10^{-5}$. Dividing by $C$ gives $\alpha_2-\alpha_0\approx1.26\times10^{-3}$. For small $x$, (9) gives $\alpha_2-\alpha_0\approx2s\alpha_1x$, where $s\alpha_1=0.1426$ is the outer fraction at the maximum. Hence $x\approx0.0044$, a pH shift of $x/\ln10\approx0.0019$. The full charge balance gives pH 4.9019, in agreement, and the loss in $\alpha_1$ is negligible. These figures hold for the ideal solution. With the activity coefficients of (25) below, the salt's own ionic strength of about 0.012 mol/L moves both the maximum and the solution to about pH 4.8 and lowers the fraction to about 0.69. With the coefficients held at that ionic strength, the two points remain within 0.003 pH units of each other. If the ionic strength is instead allowed to change with pH, as in a titration with sodium hydroxide, the gap is about 0.01 pH units, and the loss in $\alpha_1$ is still negligible. The salt is a good way to prepare the maximum here because $h_*\ll C$; at much greater dilution this argument fails.

### Ions, metal binding and temperature

A plating bath contains other ions, and nickel binds $\mathrm{A^{2-}}$. Let $a$ now be the activity of $\mathrm{H^+}$, with $\mathrm{pH}=-\log_{10}a$, and let $g_1$ and $g_2$ be the activity coefficients of ions of charge magnitude one and two. That of neutral $\mathrm{H_2A}$ is set to one. Free metal at concentration $m$ forms a complex with $[\mathrm{MA}]=K_Mm[\mathrm{A^{2-}}]$, where $K_M$ is the conditional constant in the medium considered. The acid constants are

$$K_1=\frac{a\,g_1[\mathrm{HA^-}]}{[\mathrm{H_2A}]},\qquad
K_2=\frac{a\,g_2[\mathrm{A^{2-}}]}{g_1[\mathrm{HA^-}]}. \tag{21}$$

Solving for the outer forms and counting $\mathrm{MA}$ in the total acid, we obtain

$$\frac1{\alpha_1}=1+\frac{a\,g_1}{K_1}+\frac{K_2g_1(1+K_Mm)}{a\,g_2}. \tag{22}$$

The product of the last two terms is again independent of $a$. Calling it $1/R$ and completing the square as in (6), at fixed $g_1$, $g_2$ and $m$, gives

$$R=\frac{K_1}{K_2}\,\frac{g_2}{g_1^2}\,\frac1{1+K_Mm},\qquad
\alpha_{1,\max}=\frac1{1+2/\sqrt R}, \tag{23}$$

$$a_*=\sqrt{\frac{K_1K_2(1+K_Mm)}{g_2}}. \tag{24}$$

The majority condition becomes $R>4$. Metal binding lowers $R$ because it drains $\mathrm{HA^-}$ towards the fully deprotonated side.

**Activity coefficients.** In Debye–Hückel theory the potential $\phi$ around an ion of charge number $z$, in units of $t$ per unit charge, obeys $\nabla^2\phi=\kappa^2\phi$ after linearization. Here $\kappa^2=4\pi\ell\sum_iz_i^2n_i$, $n_i$ are the ion number densities and $\ell=1/(\epsilon t)$ in atomic units, with $\epsilon$ the relative permittivity. For a point ion $\phi=z\ell e^{-\kappa r}/r$. Subtracting the bare potential $z\ell/r$ leaves $-z\ell\kappa$ at the ion. Charging the ion gradually from zero gives half the product of charge and potential, so $\ln g_z=-z^2\ell\kappa/2$. Because $\kappa\propto\sqrt I$, where $I=\frac12\sum_iz_i^2c_i$ is the ionic strength in mol/L, this is $\log_{10}g_z=-Az^2\sqrt I$ with $A=\ell\kappa/(2\ln10\,\sqrt I)$. The Davies equation extends it empirically:

$$\log_{10}g_z=-Az^2\left(\frac{\sqrt I}{1+\sqrt I}-0.3I\right). \tag{25}$$

It implies $g_2=g_1^4$, so the activity factor in $R$ is $g_1^2$. For $I=0.1$ mol/L and $\epsilon=78$, $A=0.5145$ and the bracket is 0.210, giving $g_1=0.780$ and $g_2=0.369$. Then $R=15.26$, and the maximum falls to 0.661 at pH 4.68.

**Nickel.** With rough values $K_M=100$ L/mol and $m=0.01$ mol/L, $1+K_Mm=2$. In an otherwise ideal solution at 298.15 K, $R=12.56$ and the maximum is 0.639 at pH 4.75.

**Heating.** The van 't Hoff equation, $d\ln K/dT=\Delta H/(k_BT^2)$, integrates at constant reaction enthalpy to

$$K(T)=K(T_0)\exp\left[-\frac{\Delta H}{k_B}\left(\frac1T-\frac1{T_0}\right)\right]. \tag{26}$$

Take rough enthalpies of 0.03 eV for the first step and $-0.01$ eV for the second. Heating to 358.15 K then raises $K_1$ and lowers $K_2$, so their ratio grows to 32.6. With the other corrections absent, the maximum rises to 0.741.

With these inputs nickel binding is the largest of the three separate changes, at $-0.076$ in the fraction; activity gives $-0.053$ and heating $+0.026$. The order depends on the rough $K_M$: at 60 L/mol nickel gives only $-0.050$. For all three together the activity coefficients are recalculated at 358.15 K with $\epsilon=60$, giving $g_1=0.755$ and $g_2=0.326$, while $K_M$ is held at 100 L/mol. Then

$$R=32.6\times\frac{0.326}{0.755^2}\times\frac12\approx9.3,\qquad
\alpha_{1,\max}\approx0.60,\qquad \mathrm{pH}_*\approx4.48. \tag{27}$$

The majority survives, but the pH of the maximum has moved by 0.42 units from the ideal value. This shift depends on the assumption of constant reaction enthalpies: a heat capacity of dissociation of $-150$ J/(mol K) for each step, taken for illustration, would reduce it to about 0.30. It also depends on holding $K_M$ at 100 L/mol. The conditional constant itself falls with ionic strength: for a neutral complex of $\mathrm{M^{2+}}$ and $\mathrm{A^{2-}}$ it is the ideal-solution constant times $g_2^2$. If 100 L/mol is the ideal-solution value, the conditional one here is about 11 L/mol, and at constant enthalpies the maximum is about 0.67 at pH 4.61.

Setting $R=4$ in (23) gives the free nickel concentration at which the majority is lost,

$$m_c=\frac1{K_M}\left(\frac{K_1g_2}{4K_2g_1^2}-1\right). \tag{28}$$

This is 0.053 mol/L in the otherwise ideal solution and 0.037 mol/L under the hot conditions with activity coefficients held fixed. The second figure measures sensitivity and is not a bath specification: 0.037 mol/L of nickel sulfate, fully dissociated, would alone contribute about 0.15 mol/L to the ionic strength, more than the 0.1 mol/L assumed. In (25) the bracket still increases between these values, so a consistent ionic strength would lower $g_1^2$, and with it $m_c$, if $K_M$ stayed fixed. If instead $K_M=100\,g_2^2$ L/mol, the hot value of $m_c$ is about 0.34 mol/L at $I=0.1$ mol/L and rises to about 0.41 mol/L at $I=0.15$ mol/L.

Real acid electroless nickel baths run at roughly 85–90 °C and a pH near 4.5–5, which the example resembles. They typically contain roughly 0.1 mol/L of total nickel, and their ionic strength is well above 0.1 mol/L, so the example is dilute and (25) cannot be trusted to carry it to full bath strength. Nickel binding also breaks the assumption that the acid has three forms alone. How much nickel is free depends on all the ligands present, this acid included: if all 0.1 mol/L were free, the model would predict no majority for a conditional $K_M$ of 100 L/mol, but a maximum of about 0.60 for 11 L/mol under the hot conditions at $I=0.1$ mol/L, so the outcome turns on the constant for the actual medium. Protonated nickel complexes and the heat capacities of dissociation are also left out. The ideal value 0.715 therefore describes the model acid at 298.15 K in metal-free water in the limit of low ionic strength; for a bath, $R$ must be evaluated with constants for that medium and temperature. The numerical output lists the values for each case.

## Values computed for the example and the checks

```
input pK1, pK2 (no unit): 4.2, 5.6
input room, bath temperature: 298.15, 358.15 K
input relative permittivities: 78, 60
input total acid: 0.010 mol/L
input ionic strength: 0.10 mol/L
input free nickel: 0.010 mol/L
input nickel binding constant: 100 L/mol
input enthalpies 1, 2: 0.030, -0.010 eV
K1 (standard state 1 mol/L): 6.3096e-05
K2 (standard state 1 mol/L): 2.5119e-06
K1/K2 (no unit): 25.119
ideal pH at maximum: 4.900
ideal maximum HA- fraction: 0.7148
H2A fraction there: 0.1426
A2- fraction there: 0.1426
majority window, pH: 4.218 to 5.582
majority window width, pH: 1.363
thermal energy at room temperature: 0.02569 eV
site interaction w: 0.0472 eV
site interaction w: 0.001735 hartree
maximum fraction at K1/K2 = 1: 0.3333
maximum fraction at K1/K2 = 2: 0.4142
maximum fraction at K1/K2 = 4: 0.5000
maximum fraction at K1/K2 = 100: 0.8333
ideal NaHA solution pH: 4.9019
HA- fraction in NaHA solution: 0.71477
Debye slope, room: 0.5145 (L/mol)^0.5
Debye slope, bath: 0.5793 (L/mol)^0.5
g1, g2 at room temperature: 0.7795, 0.3692
g1, g2 at bath temperature: 0.7554, 0.3257
heated K1, K2: 7.6728e-05, 2.3533e-06
activity only: effective ratio 15.263
activity only: pH 4.684, maximum fraction 0.6614
nickel only: effective ratio 12.559
nickel only: pH 4.749, maximum fraction 0.6392
heating only: effective ratio 32.604
heating only: pH 4.872, maximum fraction 0.7406
all three: effective ratio 9.304
all three: pH 4.478, maximum fraction 0.6040
nickel limit, otherwise ideal: 0.0528 mol/L
nickel limit, hot bath: 0.0365 mol/L
```
